# Reduced s-wave Coulomb Green's function for the hydrogen ground state: test program

```python
# Reduced s-wave Coulomb Green's function of the 1s state (atomic units, fixed nucleus).
# h = -1/2 d2/dr2 - Z/r, g(E) = (h-E)^-1, E1 = -Z^2/2, u1 = 2 Z^1.5 r exp(-Zr).
# Claim: gbar = d/dE[(E-E1) g] at E1 = u1(r) u1(r') B / Z^2, with x=2Zr, x'=2Zr',
#   B = 7/2 - 2 gamma - (x+x')/2 - ln x - ln x' + Ei(xl) + (1-exp(xl))/xl + 1/xg,
# xl, xg = smaller, larger of x, x'.  E = -Z^2/(2 nu^2), a = 1-nu, y = 2Zr/nu.
# S = dM(a,2,x)/da, T = dU(a,2,x)/da at a=0.  B0 = limit of B for xl -> 0.
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import expi, roots_legendre, roots_genlaguerre, eval_genlaguerre
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.integrate import quad
from scipy.constants import physical_constants

EG = np.euler_gamma
EV = physical_constants["Hartree energy in eV"][0]
mp.mp.dps = 40
step = mp.mpf(10)**-10
cdiff = lambda f, t: (f(t + step) - f(t - step)) / (2 * step)

S = lambda x: expi(x) - np.log(x) - EG + 1 - np.expm1(x) / x
T = lambda x: 1 / x - np.log(x)
B0 = lambda x: 2.5 - EG - x / 2 + 1 / x - np.log(x)
u1 = lambda r, Z: 2 * Z**1.5 * r * np.exp(-Z * r)
def B(x, xp):
    xl, xg = np.minimum(x, xp), np.maximum(x, xp)
    return (3.5 - 2 * EG - (x + xp) / 2 - np.log(x) - np.log(xp)
            + expi(xl) - np.expm1(xl) / xl + 1 / xg)
gbar = lambda r, rp, Z: u1(r, Z) * u1(rp, Z) * B(2 * Z * r, 2 * Z * rp) / Z**2

def gfull(r, rp, E, Z):
    nu = Z / mp.sqrt(-2 * E)
    yl, yg = 2 * Z * mp.mpf(min(r, rp)) / nu, 2 * Z * mp.mpf(max(r, rp)) / nu
    return (nu / Z * mp.gamma(1 - nu) * yl * yg * mp.exp(-(yl + yg) / 2)
            * mp.hyp1f1(1 - nu, 2, yl) * mp.hyperu(1 - nu, 2, yg))

# parameter derivatives of the confluent functions, series for S, contact limit
for x in (0.3, 1.0, 4.0, 9.0):
    assert abs(cdiff(lambda a: mp.hyp1f1(a, 2, x), 0) - S(x)) < 1e-11 * (1 + S(x))
    assert abs(cdiff(lambda a: mp.hyperu(a, 2, x), 0) - T(x)) < 1e-12
    ser = sum(mp.mpf(x)**n / (n * mp.factorial(n + 1)) for n in range(1, 80))
    assert abs(ser - S(x)) < 1e-11 * (1 + S(x))
    assert abs(B(1e-8, x) - B0(x)) < 1e-7
# Wronskian at non-integer nu
for a in (mp.mpf("0.3"), mp.mpf("-0.6")):
    fM = lambda y: y * mp.exp(-y / 2) * mp.hyp1f1(a, 2, y)
    fU = lambda y: y * mp.exp(-y / 2) * mp.hyperu(a, 2, y)
    y0 = mp.mpf("1.7")
    assert abs(fM(y0) * cdiff(fU, y0) - cdiff(fM, y0) * fU(y0) + 1 / mp.gamma(a)) < 1e-15
# slope in a of the prefactor (E-E1) nu Gamma(a)/Z for Z=1
pref_slope = -cdiff(lambda a: (0.5 - 0.5 / (1 - a)**2) * (1 - a) * mp.gamma(a), 0)
assert abs(pref_slope - (0.5 - EG)) < 1e-13

# residue and energy derivative of the full kernel
def by_derivative(r, rp, Z):
    E1 = -mp.mpf(Z)**2 / 2
    F = lambda E: (E - E1) * gfull(r, rp, E, Z)
    return (F(E1 + step) + F(E1 - step)) / 2, cdiff(F, E1)
for r, rp, Z in ((0.5, 2.0, 1), (3.0, 0.2, 1), (1.0, 1.0, 2), (0.1, 0.7, 3)):
    res, der = by_derivative(r, rp, Z)
    assert abs(res + u1(r, Z) * u1(rp, Z)) < 1e-12
    assert abs(der - gbar(r, rp, Z)) < 1e-12

# finite-difference resolvent on a uniform grid (error of order (Z h)^2)
def fd_kernels(r, rp, Z, Eoff, h=0.002, n=15000):
    grid = h * np.arange(1, n + 1)
    d, e = 1 / h**2 - Z / grid, -0.5 / h**2 * np.ones(n - 1)
    w, v = eigh_tridiagonal(d, e, select="i", select_range=(0, 0))
    v = v[:, 0]
    def solve(E, rhs):
        ab = np.zeros((3, n)); ab[0, 1:] = e; ab[2, :-1] = e; ab[1] = d - E
        return solve_banded((1, 1), ab, rhs)
    i, j = round(r / h) - 1, round(rp / h) - 1
    unit = np.zeros(n); unit[j] = 1
    rhs = unit - v * v[j]
    sol = (solve(w[0] + 1e-4, rhs) + solve(w[0] - 1e-4, rhs)) / 2
    sol -= v * (v @ sol)
    return sol[i] / h, solve(Eoff, unit)[i] / h
for r, rp, Z, Eoff in ((0.5, 2.0, 1, -0.3), (1.0, 1.0, 1, -0.8), (0.3, 1.2, 2, -1.1)):
    red, full = fd_kernels(r, rp, Z, Eoff)
    assert abs(red - gbar(r, rp, Z)) < 1e-4
    assert abs(full - gfull(r, rp, mp.mpf(Eoff), Z)) < 1e-4

# symbolic differential equation on both sides and slope jump
rs, ss, Zs = sp.symbols("r s Z", positive=True)
uu = 4 * Zs**3 * rs * ss * sp.exp(-Zs * rs) * sp.exp(-Zs * ss)
def Bsym(l, g):
    l, g = 2 * Zs * l, 2 * Zs * g
    return (sp.Rational(7, 2) - 2 * sp.EulerGamma - (l + g) / 2 - sp.log(l) - sp.log(g)
            + sp.Ei(l) + (1 - sp.exp(l)) / l + 1 / g)
gin, gout = uu * Bsym(rs, ss) / Zs**2, uu * Bsym(ss, rs) / Zs**2
for gg in (gin, gout):
    resid = -sp.diff(gg, rs, 2) / 2 - Zs / rs * gg + Zs**2 / 2 * gg + uu
    assert sp.simplify(sp.expand(resid)) == 0
assert sp.simplify(sp.expand((sp.diff(gout, rs) - sp.diff(gin, rs)).subs(ss, rs) + 2)) == 0

# orthogonality to 1s; it fails if the moving-argument term is dropped
def overlap(f, rp, Z):
    return sum(quad(lambda r: u1(r, Z) * f(r), lo, hi, epsabs=1e-12, limit=200)[0]
               for lo, hi in ((0, rp), (rp, 45 / Z)))
for rp, Z in ((0.4, 1), (2.0, 1), (1.5, 2)):
    assert abs(overlap(lambda r: gbar(r, rp, Z), rp, Z)) < 1e-9
frozen = overlap(lambda r: gbar(r, 2.0, 1) - u1(r, 1) * u1(2.0, 1) * (2 - r - 2.0), 2.0, 1)
assert abs(frozen) > 0.1

# second-order energy and contact change from the closed form
edges = np.array([0, 1e-4, 1e-3, 1e-2, .1, .5, 1, 2, 4, 8, 14, 22, 32, 45.])
tg, wg = roots_legendre(30); ti, wi = roots_legendre(60)
R = np.concatenate([lo + (hi - lo) * (tg + 1) / 2 for lo, hi in zip(edges, edges[1:])])
W = np.concatenate([(hi - lo) * wg / 2 for lo, hi in zip(edges, edges[1:])])
def second_order(V, Z):
    rg = R[:, None] / Z; rl = rg * (ti[None, :] + 1) / 2
    f = u1(rg, Z) * V(rg) * gbar(rl, rg, Z) * V(rl) * u1(rl, Z)
    return -2 * np.sum(W[:, None] / Z * rg * wi[None, :] / 2 * f)
contact = lambda V, Z: -np.sum(W / Z * u1(R / Z, Z)**2 * V(R / Z) * B0(2 * R)) / Z**2

lam = sp.symbols("lam")
E2_inv = float(sp.diff(-(Zs - lam)**2 / 2, lam, 2) / 2)
dpsi_inv = sp.diff(sp.log((Zs - lam)**sp.Rational(3, 2)), lam).subs(lam, 0)
for Z in (1, 2):
    assert abs(second_order(lambda r: 1 / r, Z) - E2_inv) < 1e-9
    assert abs(contact(lambda r: 1 / r, Z) - float(dpsi_inv.subs(Zs, Z))) < 1e-8
# Dalgarno-Lewis for V=r, Z=1: psi1 = f psi0 with polynomial f
c1, c2 = sp.symbols("c1 c2")
avg = lambda q: sp.integrate(sp.expand(4 * rs**2 * q) * sp.exp(-2 * rs), (rs, 0, sp.oo))
f = c1 * rs + c2 * rs**2
eq = sp.expand(rs * (-sp.diff(f, rs, 2) / 2 + (1 - 1 / rs) * sp.diff(f, rs) + rs - avg(rs)))
f = f.subs(sp.solve(sp.Poly(eq, rs).coeffs(), [c1, c2], dict=True)[0])
f = f - avg(f)
E2_lin, dpsi_lin = second_order(lambda r: r, 1), contact(lambda r: r, 1)
assert abs(E2_lin - float(avg(rs * f))) < 1e-9
assert abs(dpsi_lin - float(f.subs(rs, 0))) < 1e-9

# screened Coulomb model, Z=1, against a Laguerre basis x exp(-x/2) L_n^(2)(x), x=2r
mu, N = 0.25, 30
Vs = lambda r: -np.expm1(-mu * r) / r
xq, wq = roots_genlaguerre(70, 0)
nrm = np.array([np.sqrt((n + 1) * (n + 2)) for n in range(N)])
p = np.array([eval_genlaguerre(n, 2, xq) for n in range(N)]) / nrm[:, None]
dp = np.array([-eval_genlaguerre(n - 1, 3, xq) if n else 0 * xq for n in range(N)]) / nrm[:, None]
dchi = p + xq * dp - xq * p / 2
Smat = (p * wq * xq**2) @ p.T
H0 = 2 * (dchi * wq) @ dchi.T - 2 * (p * wq * xq) @ p.T
Vm = (p * wq * xq**2 * Vs(xq / 2)) @ p.T
p0 = np.array([eval_genlaguerre(n, 2, 0.0) for n in range(N)]) / nrm
e0, C = eigh(H0, Smat)
Vn = C.T @ Vm @ C[:, 0]
E2_basis = -np.sum(Vn[1:]**2 / (e0[1:] - e0[0]))
dpsi_basis = -np.sum(Vn[1:] / (e0[1:] - e0[0]) * (p0 @ C[:, 1:])) / (p0 @ C[:, 0])
ex, Cx = eigh(H0 + Vm, Smat)
ratio_exact = abs(p0 @ Cx[:, 0]) / abs(p0 @ C[:, 0])
E1s, E2s, dps = 1 - 4 / (2 + mu)**2, second_order(Vs, 1), contact(Vs, 1)
assert abs(e0[0] + 0.5) < 1e-9 and abs(Vn[0] - E1s) < 1e-9
assert abs(E2s - E2_basis) < 1e-6 * abs(E2s)
assert abs(dps - dpsi_basis) < 1e-5 * abs(dps)
assert abs(ex[0] - (-0.5 + E1s + E2s)) < 0.25 * abs(E2s)
def bound_term(n):
    un = 2 / n**2.5 * R * np.exp(-R / n) * eval_genlaguerre(n - 1, 1, 2 * R / n)
    return -np.sum(W * u1(R, 1) * Vs(R) * un)**2 / (0.5 - 0.5 / n**2)
terms = [bound_term(n) for n in range(2, 201)]
E2_bound = sum(terms) + terms[-1] * 200**3 / (2 * 200.5**2)  # n^-3 tail
assert 0.05 < E2_bound / E2s < 0.95

r, rp = 0.5, 2.0
x, xp = 2 * r, 2 * rp
out = [("Euler gamma", EG, ""), ("prefactor slope 1/2-gamma", float(pref_slope), ""),
       ("5/2-gamma", 2.5 - EG, ""), ("7/2-2gamma", 3.5 - 2 * EG, ""),
       ("Z", 1, ""), ("r", r, "bohr"), ("r'", rp, "bohr"), ("x", x, ""), ("x'", xp, ""),
       ("Ei(xl)", expi(x), ""), ("(1-exp xl)/xl", -np.expm1(x) / x, ""),
       ("ln x'", np.log(xp), ""), ("S(xl)", S(x), ""), ("T(xg)", T(xp), ""),
       ("2-(x+x')/2", 2 - (x + xp) / 2, ""), ("B", B(x, xp), ""),
       ("u1(r)u1(r')", u1(r, 1) * u1(rp, 1), "1/bohr"),
       ("gbar closed", gbar(r, rp, 1), "1/(hartree bohr)"),
       ("gbar d/dE of full g", float(by_derivative(r, rp, 1)[1]), "1/(hartree bohr)"),
       ("gbar grid h=0.002", fd_kernels(r, rp, 1, -0.3)[0], "1/(hartree bohr)"),
       ("3D s part gbar/(4 pi r r')", gbar(r, rp, 1) / (4 * np.pi * r * rp), "1/(hartree bohr^3)"),
       ("1s overlap, frozen argument, r'=2", frozen, "1/(hartree bohr^0.5)"),
       ("V=1/r, Z=1: E2", second_order(lambda q: 1 / q, 1), "hartree"),
       ("V=1/r, Z=1: dpsi(0)/psi(0)", contact(lambda q: 1 / q, 1), ""),
       ("V=r, Z=1: E2", E2_lin, "hartree"), ("V=r, Z=1: dpsi(0)/psi(0)", dpsi_lin, ""),
       ("screening mu", mu, "1/bohr"), ("basis size", N, ""),
       ("E0", e0[0], "hartree"), ("E(1)", E1s, "hartree"),
       ("E(2) closed kernel", E2s, "hartree"), ("E(2) basis sum", E2_basis, "hartree"),
       ("E(2) closed kernel", E2s * EV, "eV"),
       ("E0+E(1)", -0.5 + E1s, "hartree"), ("E0+E(1)+E(2)", -0.5 + E1s + E2s, "hartree"),
       ("E diagonalized", ex[0], "hartree"),
       ("E0+E(1)+E(2)", (-0.5 + E1s + E2s) * EV, "eV"), ("E diagonalized", ex[0] * EV, "eV"),
       ("remainder beyond 2nd order", ex[0] + 0.5 - E1s - E2s, "hartree"),
       ("dpsi(0)/psi(0) closed B0", dps, ""), ("dpsi(0)/psi(0) basis", dpsi_basis, ""),
       ("psi(0) ratio-1 diagonalized", ratio_exact - 1, "")]
for label, val, unit in out:
    print(f"{label} = {val:.8g} {unit}".rstrip())
print(f"E(2) bound ns part = {E2_bound:.5g} hartree")
print(f"bound share of E(2) = {E2_bound / E2s:.4f}")
print(f"continuum share of E(2) = {1 - E2_bound / E2s:.4f}")
print("all assertions hold")
```

It prints:

```
Euler gamma = 0.57721566
prefactor slope 1/2-gamma = -0.077215665
5/2-gamma = 1.9227843
7/2-2gamma = 2.3455687
Z = 1
r = 0.5 bohr
r' = 2 bohr
x = 1
x' = 4
Ei(xl) = 1.8951178
(1-exp xl)/xl = -1.7182818
ln x' = 1.3862944
S(xl) = 0.59962032
T(xg) = -1.1362944
2-(x+x')/2 = -0.5
B = -1.1138897
u1(r)u1(r') = 0.32833999 1/bohr
gbar closed = -0.36573454 1/(hartree bohr)
gbar d/dE of full g = -0.36573454 1/(hartree bohr)
gbar grid h=0.002 = -0.36573467 1/(hartree bohr)
3D s part gbar/(4 pi r r') = -0.02910423 1/(hartree bohr^3)
1s overlap, frozen argument, r'=2 = 0.8120117 1/(hartree bohr^0.5)
V=1/r, Z=1: E2 = -0.5 hartree
V=1/r, Z=1: dpsi(0)/psi(0) = -1.5
V=r, Z=1: E2 = -1.5 hartree
V=r, Z=1: dpsi(0)/psi(0) = 1.5
screening mu = 0.25 1/bohr
basis size = 30
E0 = -0.5 hartree
E(1) = 0.20987654 hartree
E(2) closed kernel = -0.00073233716 hartree
E(2) basis sum = -0.00073233716 hartree
E(2) closed kernel = -0.019927909 eV
E0+E(1) = -0.29012346 hartree
E0+E(1)+E(2) = -0.29085579 hartree
E diagonalized = -0.29091959 hartree
E0+E(1)+E(2) = -7.9145894 eV
E diagonalized = -7.9163253 eV
remainder beyond 2nd order = -6.3793567e-05 hartree
dpsi(0)/psi(0) closed B0 = -0.035194748
dpsi(0)/psi(0) basis = -0.035194748
psi(0) ratio-1 diagonalized = -0.037613561
E(2) bound ns part = -0.0004776 hartree
bound share of E(2) = 0.6522
continuum share of E(2) = 0.3478
all assertions hold
```
